# The Lattice Green Function for the Discrete Poisson Equation in Free Space

## Problem

On the cubic lattice of integer vectors $n=(n_1,n_2,n_3)$, with unit spacing, the seven-point Laplacian is defined by

$$
(-\Delta u)(n)=6u(n)-\sum_{i=1}^{3}\left[u(n+e_i)+u(n-e_i)\right],
$$

where $e_i$ is the unit vector along axis $i$. A source $s(n)$ is nonzero at finitely many nodes. We want the solution of $-\Delta u=s$ that vanishes at infinity, without placing walls or periodic images around the source.

(a) Find the function $G$ with $-\Delta G=\delta_{n,0}$ and $G\to0$ at infinity, and confirm that $G(0)=0.2527$.

(b) Show that $u(n)=\sum_m G(n-m)\,s(m)$ solves the discrete equation exactly, and that no other decaying solution exists.

(c) Apply the result to a Gaussian charge $+e$ of width $\sigma=0.10$ nm in vacuum, on a grid of spacing $h=0.05$ nm in a box of side 1.2 nm. How far is the exact discrete answer from the continuum one?

## A tempting solution

In the continuum, $-\nabla^2\left[1/(4\pi r)\right]=\delta(\mathbf r)$. So sample this function at the nodes. It is infinite at the origin, but the problem supplies the missing number:

$$
K(n)=\frac{1}{4\pi|n|}\quad(n\neq0),\qquad K(0)=0.2527 .
$$

Convolution with a Green function solves the Poisson equation, so $u=K*s$ should be the answer.

## Where it fails

The continuum identity concerns the differential operator, whereas the equation to be solved contains differences. Applying the difference operator to $K$ gives, at the origin,

$$
6K(0)-\frac{6}{4\pi}=1.039
$$

instead of 1, and at $(1,0,0)$ it gives $-0.0401$ instead of 0. The convolution $K*s$ therefore solves the equation for a different source, $(-\Delta K)*s$.

A better origin value cannot repair this. The node $(2,0,0)$ has neighbours at distances 1, 3 and four times $\sqrt5$, none of them the origin, so

$$
4\pi(-\Delta K)(2,0,0)=\frac62-1-\frac13-\frac{4}{\sqrt5}=\frac53-\frac{4}{\sqrt5}.
$$

This is nonzero, since $\sqrt5$ is irrational. Changing one entry is therefore not enough. The equation must hold at every node, which calls for a kernel built from the difference operator itself; the sampled Coulomb function can only approximate it at large distance.

## The Green function of the difference operator

**Definition and proof.** Plane waves diagonalise $-\Delta$. For each axis,

$$
2\cos(k\cdot n)-\cos(k\cdot n+k_i)-\cos(k\cdot n-k_i)=2(1-\cos k_i)\cos(k\cdot n),
$$

because the last two cosines add up to $2\cos(k\cdot n)\cos k_i$. Summing over the axes,

$$
-\Delta\cos(k\cdot n)=\lambda(k)\cos(k\cdot n),\qquad \lambda(k)=2\sum_i(1-\cos k_i).
$$

This suggests dividing by $\lambda$:

$$
G(n)=\int\frac{d^3k}{(2\pi)^3}\,\frac{\cos(k\cdot n)}{\lambda(k)},\qquad -\pi<k_i<\pi .
$$

The integral must exist despite $\lambda(0)=0$. Since $\lambda=4\sum_i\sin^2(k_i/2)$ and $|\sin x|\ge 2|x|/\pi$ for $|x|\le\pi/2$, we have $\lambda\ge4k^2/\pi^2$. The integrand is thus bounded by $\pi^2/(4k^2)$, which the volume element $4\pi k^2dk$ makes integrable. In two dimensions the element is $2\pi k\,dk$, and since $\lambda\le k^2$ the integral at $n=0$ diverges; a decaying kernel of this form needs at least three dimensions.

Applying $-\Delta$ under the integral cancels $\lambda$:

$$
(-\Delta G)(n)=\int\frac{d^3k}{(2\pi)^3}\cos(k\cdot n)=\delta_{n,0}.
$$

Because $1/\lambda$ is absolutely integrable, the Riemann–Lebesgue lemma gives $G(n)\to0$ as $|n|\to\infty$.

**Reduction to one integral.** Insert $1/\lambda=\int_0^\infty e^{-\lambda t}dt$. The integrals over $t$ and $k$ may be exchanged, since the integral of the absolute value is at most $\int d^3k/\lambda$, which is finite. Expanding $\cos(k\cdot n)$ into products, every term with a sine is odd in some $k_i$ and drops out, as $\lambda$ is even. What remains factorises, and with

$$
I_n(2t)=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,e^{2t\cos k}\cos(nk)
$$

for the modified Bessel function,

$$
G(n)=\int_0^\infty dt\;e^{-6t}I_{n_1}(2t)I_{n_2}(2t)I_{n_3}(2t).
$$

**The tail.** The integrand falls slowly, so its tail is needed in closed form. At large $t$ only small $k$ contributes to each factor. There $2t(1-\cos k)\approx tk^2-tk^4/12$ and $\cos nk\approx1-n^2k^2/2$. With the Gaussian averages $\langle k^2\rangle=1/(2t)$ and $\langle k^4\rangle=3/(4t^2)$ for weight $e^{-tk^2}$,

$$
e^{-2t}I_n(2t)\approx\frac{1}{\sqrt{4\pi t}}\left[1+\frac{1}{16t}-\frac{n^2}{4t}\right].
$$

Multiplying three factors, keeping the first correction and integrating from $T$ to infinity gives

$$
\text{tail}\approx\frac{1}{(4\pi)^{3/2}}\left[\frac{2}{\sqrt T}-\frac{2C}{3T^{3/2}}\right],\qquad C=\sum_i\frac{4n_i^2-1}{16}.
$$

Quadrature up to $T=10^7$ plus this tail gives

$$
G(0)=0.25273101 ,
$$

which confirms the value in the question.

**A check from the definition.** The $k$ integral can also be replaced by an average over $L$ points per axis, $k_i=2\pi(j_i+\tfrac12)/L$, which avoids $k=0$. This average of $e^{ik\cdot m}$ vanishes unless $m=LR$ with integer $R$, when it equals $(-1)^{R_1+R_2+R_3}$. Write $P_t(n)$ for the Bessel product at time $t$. The grid result is then

$$
G_L(0)=\int_0^\infty dt\sum_R(-1)^{R_1+R_2+R_3}P_t(LR).
$$

The term $R=0$ is $G(0)$. The others matter once $t$ is of order $L^2$, where $P_t(n)\approx(4\pi t)^{-3/2}e^{-n^2/4t}$. Setting $t=L^2\tau$ turns $dt$ into $L^2d\tau$ and $t^{-3/2}$ into $L^{-3}\tau^{-3/2}$, so the leading error is a constant times $1/L$. The combination $2G_{2L}-G_L$ removes it. The sums give 0.2516445 for $L=128$ and 0.2521878 for $L=256$, hence

$$
2(0.2521878)-0.2516445=0.2527311,
$$

in agreement with the Bessel integral.

**Neighbouring values.** By cubic symmetry the equation at the origin reads $6G(0)-6G(1,0,0)=1$, so

$$
G(1,0,0)=G(0)-\tfrac16=0.086064 .
$$

The equation at $(1,0,0)$ ties together the next values, $G(1,1,0)=0.055191$ and $G(2,0,0)=0.042889$:

$$
G(0)+4G(1,1,0)+G(2,0,0)=0.51639=6G(1,0,0).
$$

This is the balance that the sampled Coulomb function violated.

## How the Coulomb law returns

Far from the origin, $G$ is governed by the singularity of $1/\lambda$ at $k=0$. There $\lambda=k^2-\sum_ik_i^4/12+\dots$, so

$$
\frac1\lambda=\frac1{k^2}+\frac{\sum_ik_i^4}{12k^4}+\dots
$$

The first term transforms to $1/(4\pi r)$. The transform of $1/k^4$ is $-r/(8\pi)$ up to a constant, since $\nabla^2r=2/r$ makes $-\nabla^2[-r/(8\pi)]=1/(4\pi r)$. Each $k_i^4$ becomes $\partial_i^4$, and direct differentiation gives

$$
\partial_x^4r=-\frac3{r^3}+\frac{18x^2}{r^5}-\frac{15x^4}{r^7}.
$$

Summing over axes, the first two terms give $(-9+18)/r^3$. After multiplication by $-1/(96\pi)$,

$$
G\approx\frac1{4\pi r}\left[1+\frac{1}{8r^2}\left(\frac{5(x^4+y^4+z^4)}{r^4}-3\right)\right].
$$

The bracket depends on direction: it exceeds 1 along an axis and is below 1 along a body diagonal. At $(20,0,0)$ it equals $1+1/(4\cdot400)=1.000625$; the computed $4\pi rG$ is 1.000630. The sampled kernel is thus a good approximation to $G$ at long range. At the nearest nodes the two differ by up to about 8 %: $4\pi rG$ is 1.082 at $(1,0,0)$, 0.949 at $(1,1,1)$ and 1.078 at $(2,0,0)$.

## Convolution solves the discrete equation

Let $u(n)=\sum_mG(n-m)s(m)$. The sum is finite, so the difference operator can be applied term by term. It acts on $n$, and shifting $n$ shifts the argument of $G$ equally:

$$
(-\Delta u)(n)=\sum_m(-\Delta G)(n-m)\,s(m)=\sum_m\delta_{n,m}s(m)=s(n).
$$

This holds at every node, inside and outside the source. Also $u\to0$ at infinity, being a finite sum of decaying functions.

For uniqueness, let $w$ be the difference of two decaying solutions. Then $-\Delta w=0$, so $w$ at each node is the mean of its six neighbours. If $w$ were positive somewhere, decay would ensure that it attains a largest value $M>0$. At such a node the neighbours average to $M$ and none exceeds it, so all equal $M$. Repeating the argument along an axis carries the value $M$ to infinity, against the assumed decay. The same argument for $-w$ excludes negative values, so $w=0$.

**Evaluation on a finite box.** For $N$ nodes per axis, offsets between nodes run from $-(N-1)$ to $N-1$. These are distinct modulo $2N$. A cyclic convolution of length $2N$ per axis, with the source padded by zeros and the kernel entry $p$ set to $G$ at offset $\min(p,2N-p)$, therefore reproduces the open sum at all nodes of the original box. Fast Fourier transforms do this without wrap-around error. As a test, a block of $7^3$ random values of unit variance was placed in a box of $14^3$ nodes. At the interior nodes of the box, $-\Delta u$ differed from the source by at most $1.6\times10^{-14}$, which is rounding.

**Comparison with distant walls.** Put charge 1 at $(1,0,0)$ and charge 2 at $(0,-1,2)$, and ask for $u$ at $(-2,1,0)$. The offsets give

$$
u=G(3,1,0)+2G(2,2,2)=0.070826 .
$$

Solving the same problem inside a grounded cube gives 0.064312 for side 64 and 0.067567 for side 128. The charge induced on walls at a distance of order $L$ lowers the potential by an amount proportional to $1/L$ at leading order. Removing that term gives $2(0.067567)-0.064312=0.070822$, close to the open result. The convolution reaches this limit without any extrapolation.

## A Gaussian charge in vacuum

**Units.** With spacing $h$ and charge $q_n$ at a node, the density is $q_n/h^3$. The discrete form of $-\nabla^2\phi=\rho/\varepsilon_0$ is $(-\Delta\phi)/h^2=q_n/(\varepsilon_0h^3)$, hence

$$
\phi(n)=\frac{1}{\varepsilon_0h}\sum_mG(n-m)\,q_m .
$$

With $e/(4\pi\varepsilon_0)=1.43996$ V nm, the prefactor for one elementary charge is $4\pi(1.43996)/0.05=361.90$ V. A charge held on a single node would sit at $361.90\times0.25273=91.5$ V, a number proportional to $1/h$. The constant $G(0)$ is a property of the lattice and acquires no continuum meaning by itself; a charge must extend over several nodes before its self-energy has one.

**Continuum values.** The Gaussian has transform $\rho_k=e\,e^{-k^2\sigma^2/2}$, so its electrostatic energy is

$$
U=\frac{e^2}{2\varepsilon_0}\int\frac{d^3k}{(2\pi)^3}\frac{e^{-k^2\sigma^2}}{k^2}
=\frac{e^2}{4\pi^2\varepsilon_0}\int_0^\infty e^{-k^2\sigma^2}dk
=\frac{e^2}{4\pi\varepsilon_0}\,\frac{1}{2\sqrt\pi\,\sigma}.
$$

For $\sigma=0.10$ nm this is 4.0621 eV. The same integration with $e^{-k^2\sigma^2/2}$ gives the central potential $\frac{e}{4\pi\varepsilon_0}\sqrt{2/\pi}/\sigma=11.4893$ V.

**The discretisation error.** On the grid, $1/k^2$ is replaced by $1/k^2+h^2\sum_ik_i^4/(12k^4)$ at leading order. The angular average of $k_i^4/k^4$ is $1/5$ per axis, so the added term averages to $h^2/20$. Relative to $1/k^2$ this is $h^2k^2/20$, and with $\langle k^2\rangle=1/(2\sigma^2)$ under the radial weight $e^{-k^2\sigma^2}$,

$$
\frac{\delta U}{U}\approx\frac{h^2}{40\sigma^2}.
$$

This requires $h$ well below $\sigma$, so that the charge has little weight near the zone boundary. The results are:

| $h$ (nm) | Grid energy (eV) | Error relative to continuum | $h^2/(40\sigma^2)$ |
|---|---|---|---|
| 0.050 | 4.0877 | 0.632 % | 0.625 % |
| 0.025 | 4.0684 | 0.157 % | 0.156 % |

Box and $\sigma$ are held fixed in this comparison. The discrete equation is solved to rounding in both rows; the remaining error belongs to the equation, and a better Poisson solver for the same stencil would not reduce it. Exactness for the stencil is not the same as closeness to the continuum. For this smooth charge the sampled kernel $K$, which fails the difference equation, lies nearer the continuum energy: its error is 0.35 % at $h=0.05$ nm with $K(0)=0.2527$. With the origin value $2.8373/(4\pi)=0.2258$, set by the simple-cubic Madelung constant, the error is 0.017 % at $h=0.05$ nm and 0.001 % at $h=0.025$ nm. The kernel $G$ is the one to use when the potential must be consistent with the seven-point operator; it is not the most accurate route to the continuum potential.

The central potential weights large $k$ more strongly: now $\langle k^2\rangle=1/\sigma^2$, which predicts an excess of $h^2/(20\sigma^2)=1.25\,\%$. The grid value at $h=0.05$ nm is 11.6363 V, 1.28 % above the continuum.

**The boundary.** At the centre of a box face, 0.6 nm from the charge, the grid potential is 2.4033 V and the continuum value 2.3999 V. A grounded box would force zero there. The Gaussian tail cut off by the box was a fraction $9.9\times10^{-9}$ of the charge, restored by rescaling, and plays no role at this accuracy.

**The periodic alternative.** Suppose the same stencil is solved with periodic boundaries, dropping $k=0$, which amounts to a uniform neutralising background. At fixed $h=0.05$ nm the energy becomes 2.4382 eV for side 1.2 nm and 3.2432 eV for side 2.4 nm. The shifts from the open result are $-1.6495$ and $-0.8446$ eV, far larger than the discretisation error of 0.026 eV.

Their size dependence can be traced. Split $e^{-k^2\sigma^2}/k^2$ into $1/k^2$ and a smooth remainder equal to $-\sigma^2$ at $k=0$. For the first part, sum and integral each diverge at large $k$, but their difference stays finite when both carry the same smooth cutoff, which is then removed. Substituting $k=2\pi m/L$ shows that this difference scales as $1/L$. For the smooth part, which falls only as $-1/k^2$ at large $k$ and so needs the same cutoff, sum and integral agree up to negligible image overlap, except that the sum omits $k=0$; this raises the energy by

$$
\frac{e^2\sigma^2}{2\varepsilon_0L^3}=0.052\ \text{eV for }L=1.2\ \text{nm},\qquad 0.0065\ \text{eV for }L=2.4\ \text{nm}.
$$

Subtracting these leaves $-1.702$ and $-0.851$ eV, a ratio of 2.00, as the $1/L$ law requires. Doubling the box thus only halves the main error, while zero padding with $G$ removes it.

**What the numbers mean for a real system.** The setting resembles a charged molecule in vacuum treated on a real-space grid; $\sigma=0.10$ nm is roughly atomic size. Real densities are not single Gaussians, and sharp core densities need a finer grid or a separate treatment, since the error grows as $(h/\sigma)^2$ until the expansion fails. The energy computed here is the classical self-repulsion of a rigid cloud. If the cloud were one electron, exact exchange would cancel all 4.06 eV. Surroundings matter as well: within a local continuum model, an unbounded uniform medium of relative permittivity 2 would halve the potentials and the energy, although real matter does not screen with its bulk permittivity on a scale of 0.1 nm. A permittivity that varies in space changes the operator itself, which is then no longer translation invariant, and convolution with this $G$ ceases to be a solution.

The full set of values is in the numerical output below.

## Computed values

```
Lattice Green function, unit spacing (dimensionless)
G(0,0,0) = 0.25273101
G(1,0,0) = 0.08606434
G(1,1,0) = 0.05519143
G(2,0,0) = 0.04288931
G(0)-G(1,0,0) = 0.16666667
k-grid G(0), 128 points per axis = 0.2516445
k-grid G(0), 256 points per axis = 0.2521878
k-grid G(0), extrapolated = 0.2527311
4 pi r G at (20,0,0) = 1.000630
largest residual of equation for G = 3.7e-15
largest residual, random source = 1.6e-14
patched 1/(4 pi r): -Lap at origin = 1.0389
patched 1/(4 pi r): -Lap at (1,0,0) = -0.0401
Two charges: +1 at (1,0,0), +2 at (0,-1,2); target (-2,1,0)
open-boundary potential = 0.070826
grounded cube, side 64 = 0.064312
grounded cube, side 128 = 0.067567
grounded cube, extrapolated = 0.070822
Gaussian charge +e in vacuum
sigma = 0.10 nm, box side = 1.2 nm
e/(4 pi eps0) = 1.43996 V nm
spacing h = 0.050 nm, nodes per axis = 24
prefactor e/(eps0 h) = 361.90 V
charge fraction cut off before rescaling = 9.9e-09
centre potential: grid 11.6363 V
centre potential: continuum 11.4893 V
face potential at 0.6 nm: grid 2.4033 V
face potential at 0.6 nm: continuum 2.3999 V
self-energy, continuum = 4.0621 eV
self-energy, h = 0.050 nm: 4.0877 eV
self-energy, h = 0.025 nm: 4.0684 eV
relative error, h = 0.050 nm: 0.6322 %
  predicted h^2/(40 sigma^2): 0.6250 %
relative error, h = 0.025 nm: 0.1567 %
  predicted h^2/(40 sigma^2): 0.1562 %
periodic self-energy, side 1.2 nm: 2.4382 eV
  shift from open boundary: -1.6495 eV
periodic self-energy, side 2.4 nm: 3.2432 eV
  shift from open boundary: -0.8446 eV
```
